# Why vibrations above the lead cutoff carry no elastic heat

**Q.** I want to bond a short carbon molecule between two soft, heavy metal contacts. Its stretching vibrations are populated to some degree at room temperature, so why should they not carry heat across?

**A.** Because the metal has no travelling vibration at their frequency. Take each lead as a semi-infinite chain of atoms of mass $M$, joined by springs $K$, with motion along the axis and purely harmonic forces. For time dependence $e^{-i\omega t}$, an atom inside the lead obeys

$$-M\omega^2u_n=K(u_{n+1}+u_{n-1}-2u_n).$$

Try $u_n\propto\lambda^n$, with $n$ counted away from the molecule. Division by $Ku_n$ gives

$$\lambda+\frac1\lambda=2-\frac{M\omega^2}{K}.$$

If $\lambda=e^{iq}$, the left side is $2\cos q$. Since $2-2\cos q=4\sin^2(q/2)$,

$$\omega=\omega_c\sin\frac q2,\qquad \omega_c=2\sqrt{K/M}.$$

Above $\omega_c$ the sum $\lambda+1/\lambda$ lies below $-2$. Both roots are then real and negative, and their product is one. A semi-infinite lead admits the root with $|\lambda|<1$, because the other grows without limit.

Now take the power that atom $n$ delivers to atom $n+1$. The force is $K(u_n-u_{n+1})$ and the velocity is $-i\omega u_{n+1}$, so the time average is

$$P=\tfrac12\mathrm{Re}\left[K(u_n-u_{n+1})(i\omega u_{n+1}^*)\right]
=\tfrac12\omega K|u_n|^2\,\mathrm{Im}\,\lambda .$$

The term in $|u_{n+1}|^2$ drops out because it is imaginary. With $\lambda$ real, $P=0$: the metal atoms shake near the contact, but force and velocity are a quarter period apart and no net energy leaves. A mode above the cutoff can hold thermal energy, but in this harmonic model it cannot pass that energy on steadily.

**Q.** Then does a stiff molecule make a good thermal insulator?

**A.** That does not follow. Below $\omega_c$ the molecule can act as a link that pushes one metal atom when the other moves. We need its transmission $\mathcal T(\omega)$, the fraction of incoming wave power that crosses.

Call the end atoms of the two leads $L$ and $R$. In the left lead put a unit incoming wave and a reflected one, $u_n=e^{-iqn}+re^{iqn}$, with $n=0$ at $L$. Since $r=u_L-1$,

$$u_1=e^{-iq}+(u_L-1)e^{iq}=\lambda u_L-2i\sin q .$$

Insert this in the equation of the end atom:

$$(K-M\omega^2-K\lambda)u_L+(\text{molecular term})=-i\Gamma,\qquad \Gamma=2K\sin q .$$

The right end atom has the same equation without a source. The incoming wave therefore acts as a force $-i\Gamma$ on $L$.

Take a molecule symmetric end to end. Split the force into an even part, $(\tfrac12,\tfrac12)$, and an odd part, $(\tfrac12,-\tfrac12)$. In each part, labelled $p=e,o$, the molecule pulls an end atom back with force $-s_pu$, so the total dynamic stiffness is $d_p=K-M\omega^2-K\lambda+s_p$. Using $M\omega^2=2K(1-\cos q)$,

$$K-M\omega^2-K\cos q=\tfrac12M\omega^2-M\omega^2=-\tfrac12M\omega^2 .$$

Hence

$$d_p=R_p-ib,\quad R_p=s_p-\tfrac12M\omega^2,\quad b=\Gamma/2=\tfrac12M\omega\sqrt{\omega_c^2-\omega^2}.$$

The transmitted amplitude is $u_R=-i\Gamma\,\tfrac12(1/d_e-1/d_o)$. The leads are identical, so $\mathcal T=|u_R|^2$:

$$\mathcal T=\frac{b^2(R_o-R_e)^2}{(R_e^2+b^2)(R_o^2+b^2)} .$$

The denominator equals $(R_eR_o+b^2)^2+b^2(R_o-R_e)^2$, as expansion shows. Therefore

$$\mathcal T=\frac1{1+X^2},\qquad X=\frac{R_eR_o+b^2}{b(R_o-R_e)},\qquad \omega<\omega_c .$$

Above the cutoff no incoming wave exists and no power can leave, so $\mathcal T=0$. Approaching the cutoff from below, $b^2$ falls in proportion to $\omega_c-\omega$. So does $\mathcal T$, provided neither $R_e$ nor $R_o$ vanishes there.

**Q.** What part of the molecule does a slow wave feel?

**A.** At leading order, its total mass $\mu$ and its static compliance $S$, the sum of the inverse spring constants from one end atom to the other. In even motion each end carries half the mass, so $s_e\approx-\mu\omega^2/2$. In odd motion the ends move by $u$ and $-u$, the molecule changes length by $2u$, and $s_o\approx2/S$.

Define $Z=\sqrt{KM}$. At low frequency $b\approx Z\omega$, $R_e\approx-(\mu+M)\omega^2/2$ and $R_o\approx2/S$, so

$$X\approx\frac{Z^2\omega^2-(\mu+M)\omega^2/S}{2Z\omega/S}
=\frac\omega2\left[Z\left(S-\frac1K\right)-\frac\mu Z\right],$$

where $M/Z=Z/K$ was used. Thus $\mathcal T\approx1-X^2$, which tends to one at zero frequency however stiff the molecule is. Excess compliance and added mass enter with opposite signs and can compensate each other. The stiff modes are still present below the cutoff, but they act through the molecule's elastic give, not as resonances.

**Q.** How does the transmission become a heat conductance?

**A.** Count quanta. In a wave-number interval $dq$ the left lead sends $v\,dq/2\pi$ modes per second towards the junction, where $v=d\omega/dq$ in atoms per second. Each carries mean thermal energy $\hbar\omega n(\omega,T)$, with $n=1/(e^{\hbar\omega/k_BT}-1)$. Since $v\,dq=d\omega$, subtracting the opposite flow gives

$$J=\int_0^{\omega_c}\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,[n(\omega,T_L)-n(\omega,T_R)].$$

For a small temperature difference, differentiate $n$. With $x=\hbar\omega/k_BT$ and $e^x-1=2e^{x/2}\sinh(x/2)$,

$$\hbar\omega\frac{\partial n}{\partial T}=k_B\frac{x^2e^x}{(e^x-1)^2}=k_Bw(x),\qquad
w(x)=\left[\frac{x/2}{\sinh(x/2)}\right]^2 .$$

The conductance is therefore

$$G=\frac{k_B}{2\pi}\int_0^{\omega_c}\mathcal T(\omega)\,w\!\left(\frac{\hbar\omega}{k_BT}\right)d\omega
\le\frac{k_B\omega_c}{2\pi}.$$

The bound uses $\mathcal T\le1$ and $w\le1$. It is a ceiling set by the lead, whatever harmonic molecule sits in the gap.

Now let the temperature be so low that $k_BT\ll\hbar\omega_c$ and also $|X|\ll1$ at all frequencies up to several $k_BT/\hbar$. For a heavy or weakly bonded molecule the second condition can be the stricter one. The weight selects frequencies where $\mathcal T$ is close to one. Then $d\omega=(k_BT/\hbar)dx$. Integration by parts gives $\int_0^\infty w\,dx=2\int_0^\infty x\,dx/(e^x-1)=\pi^2/3$, and $G\to\pi^2k_B^2T/3h$. In that limit molecule and lead both drop out.

**Q.** Can you put numbers on a molecule I might use?

**A.** Take a butadiene backbone bonded to metal at both ends: four CH units, each a single mass $m=13$ u. Rough spring constants are $k_d=800$ N/m for C=C, $k_s=450$ N/m for C–C and $k_c=200$ N/m for each metal contact. For the soft leads take $M=200$ u and $K=75$ N/m. Then $\omega_c=2\sqrt{K/M}=3.006\times10^{13}$ rad/s, or 19.78 meV.

To obtain $s_p$, eliminate the two carbon units on one side:

$$s_p=k_c-\frac{k_c^2}{k_c+k_d-m\omega^2-\dfrac{k_d^2}{k_d+\kappa_p-m\omega^2}},\qquad \kappa_e=0,\quad\kappa_o=2k_s .$$

The central spring is unstretched in even motion and stretched by twice the displacement in odd motion.

Diagonalizing the junction with 400 atoms in each lead gives four vibrations above the cutoff. Their energies and weights $w$ at 300 K are:

- 46.2 meV, weight 0.77
- 98.2 meV, weight 0.34
- 185.1 meV, weight 0.040
- 211.2 meV, weight 0.019

The first becomes the rattling of a rigid molecule between its contacts when the internal springs are much stiffer than $k_c$. In this mode each successive lead atom moves by $-0.05$ times the displacement of the one before. It is far from frozen, yet it carries no steady heat in the model.

Below the cutoff the picture is very different. The transmission is 0.999 at 5 meV, 0.998 at 10 meV, 0.9999 at 15 meV, 0.89 at 19 meV and 0.69 at 19.5 meV. At 25 meV it is zero.

**Q.** Why does it rise again between 10 and 15 meV?

**A.** The numerator of $X$ changes sign. At low frequency $X$ is negative, because the added mass outweighs the small excess compliance. Here $S=2/200+2/800+1/450=0.0147$ m/N, against $1/K=0.0133$ m/N. Evaluating $s_e$ and $s_o$ at 15 meV gives a positive $X$. Between the two energies $X$ passes through zero, and there the wave crosses without reflection.

**Q.** So what is the conductance?

**A.** Summing the integral over 20,000 frequency intervals gives 63.9 pW/K at 300 K. Perfect transmission over the same band would give 65.0 pW/K, and the classical ceiling is

$$\frac{k_B\omega_c}{2\pi}=66.0\ \mathrm{pW/K}.$$

At 100 K the conductance is 56.9 pW/K, against 57.7 pW/K for perfect transmission. This molecule conducts nearly all that one such lead channel can supply, although all four of its localized vibrations are closed.

Multiplying the three internal springs by $10^4$ at fixed contacts lowers the 300 K result to 57.5 pW/K, a fall of 10%. The loss of compliance worsens the match to these leads. The junction does not become an insulator.

**Q.** How do I know that the cutoff closes those modes, and not simply that they are too cold?

**A.** Raise the cutoff and keep the molecule, contacts and temperature fixed. Multiply $K$ by 12 and divide $M$ by 12. This also keeps $Z=\sqrt{KM}$ fixed, while the cutoff rises to 237 meV. The 300 K conductance then divides by energy as follows:

- below 19.78 meV: 57.9 pW/K
- from 19.78 to 72.2 meV: 91.0 pW/K
- above 72.2 meV: 17.0 pW/K

The dividing energy is halfway between the first two localized modes of the original junction. The last two windows together carry 108 pW/K, where the soft leads carried none. These are contributions of energy windows, not of single modes, since the hard leads shift and broaden the resonances.

The lowest window loses some heat because fixed $Z$ does not fix everything. The term $1/K$ is twelve times smaller, so the molecule's compliance is no longer nearly cancelled in the low-frequency formula.

Freezing matters too, mode by mode. At 46.2 meV the weight is 0.77 and the cutoff is the main obstacle. For the two highest modes the weight is at most 0.04, so they would carry little at 300 K even in hard leads.

**Q.** Real bonds are not harmonic. What leaks through?

**A.** Anharmonic forces can turn one molecular quantum into several lead phonons. If lead phonons take all the energy, energy conservation requires at least 3, 5, 10 and 11 of them for the four modes. Other molecular modes may share the energy, which changes that count.

To size the leak, suppose a mode of energy $E$ relaxes towards equilibrium with the two leads at rates $\gamma_L$ and $\gamma_R$:

$$\dot E=-\gamma_L(E-E_L)-\gamma_R(E-E_R).$$

In the steady state $E=(\gamma_LE_L+\gamma_RE_R)/(\gamma_L+\gamma_R)$. The flow from the left is $\gamma_L(E_L-E)$, and $E_L-E_R=k_Bw\,\Delta T$, so

$$G_{\rm mode}=k_Bw\,\frac{\gamma_L\gamma_R}{\gamma_L+\gamma_R}.$$

Assume a lifetime $\tau=1$ ps into each lead for every mode. The four weights add to 1.17, and $k_B\times1.17/(2\tau)=8.1$ pW/K, or 13% of the harmonic result. A lifetime of 1.3 ps would make it 10%. These lifetimes are assumptions, not calculated properties of the molecule.

The contact bond also softens as it stretches. For a Morse bond with range parameter $a$, the local spring is $k_c(1-3au)$ to first order in the stretch $u$. Summing the quantum thermal motion of all modes of the 400-atom-lead junction gives an rms stretch of 0.0054 nm at 300 K. With a rough $a=15$ nm$^{-1}$, the spring changes by 24%. Lowering or raising both contact springs by that fraction gives 59.9 or 64.0 pW/K. This measures sensitivity to the contact; it does not calculate phonon scattering.

**Q.** And what would I see in an actual junction?

**A.** More than this one channel. Dense soft metals with atoms near 200 u have highest phonon energies of very roughly 10 to 20 meV, so the chosen cutoff is at the upper end. The model's two highest modes bracket the rough 200 meV scale of C=C stretching. Its 98 meV mode mainly stretches the central C–C bond, but lies well below the roughly 150 meV C–C stretch of real butadiene. This rough chain therefore does not give a reliable energy for that vibration.

Real butadiene also bends and twists, and such motions can open further paths inside the metal's band. If each lead is reached through one atom, three directions of motion allow at most three channels. Keeping the same cutoff, their ceiling at 300 K is 195 pW/K. Measured values for short carbon chains between metal contacts are roughly 20 pW/K, well below this model's 64 pW/K. The nearly matched one-dimensional leads are a plausible reason, but that is a conjecture: a three-dimensional contact has not been calculated here.

Electrons add their own heat. The same counting applies, with two spins and the Fermi function. The integral $\int_{-\infty}^{\infty}x^2e^x/(e^x+1)^2dx=\pi^2/3$ gives

$$G_{\rm el}=\mathcal T_{\rm el}\,\frac{2\pi^2k_B^2T}{3h},$$

if the electron transmission $\mathcal T_{\rm el}$ is nearly constant over a few $k_BT$. For an assumed value of 0.01 this is 5.7 pW/K at 300 K. It would equal the phonon result at $\mathcal T_{\rm el}=0.11$.

**Q.** If I want less heat flow, should I choose a stiffer molecule or a softer metal?

**A.** In this model a lower lead cutoff reduces the ceiling for every molecule, but not always the heat flow itself. If the contact springs are weak, softer lead springs let the end atoms move more easily, and the conductance can rise although the ceiling falls. Stiffening the molecule's internal bonds raises its internal stretching modes further above the band. In the butadiene example the rattling mode stays near 48 meV, because the contact springs limit it. The molecule remains a link that still transmits slow waves. To reduce the flow below the ceiling you must spoil the match inside the band, through mass, compliance or contacts. That advice holds while phonons dominate over electrons and the anharmonic leak stays small.
